\section*{Anderson-Pulay density mixing and its relation to GMRES and multisecant Broyden, part 1}

(Sections cited here and not found follow in the second part.)

\section{A step that should have failed}

Take a modulated electron gas in a cell 60 bohr long, linearise its self-consistency map, and mix the density with a constant factor $\beta=0.3$. On densities even in $z$, the only ones the symmetric start excites, the largest eigenvalue of the dielectric matrix is $71.784$, so simple mixing converges only for $\beta<2/71.784=0.02786$, and the chosen $\beta$ is more than ten times too large. Residuals are measured in the Coulomb norm of the worked example. The first step multiplies the residual by $20.534$. Yet the best combination of the starting density and this bad one has a residual of $7.16\times10^{-3}$ of the initial value, and after ten Anderson-Pulay steps the residual is $1.6\times10^{-10}$, close to the $8.4\times10^{-11}$ reached with a Kerker preconditioner. How small these residuals are, and how close to the Kerker value, depends on this particular starting density and should not be carried over to others. It also depends on the linearisation: on the full self-consistency map, from the same start, ten steps with $\beta=0.3$ leave about $8\times10^{-2}$ of the initial residual, against about $1\times10^{-4}$ with Kerker. When the step factor is changed at every iteration, even in sign, the averaged densities do not move by more than about $10^{-60}$ bohr$^{-5/2}$ in 80-digit arithmetic.

The reason the step factor does not matter is that on a linear problem the mixing step only supplies a new direction, and the averaged density is the GMRES iterate for the space those directions span. Three qualifications belong to the statement. GMRES reproduces the averaged iterate, not the mixed one. It does so only until GMRES stagnates. And the Broyden method that coincides with Anderson-Pulay mixing is the multisecant one, not the plain recursion, which guarantees only the newest secant condition.

\section{Definitions and conventions}

The input density is a real vector $x\in\mathbb{R}^n$ of plane-wave components with nonzero wave vector. Complex components obeying $\rho(-\mathbf g)=\rho(\mathbf g)^*$ are split into real and imaginary parts, which makes all mixing coefficients real. The residual is $f(x)=\rho_{\rm out}-\rho_{\rm in}$. In the linear case
\begin{equation}
f(x)=b-Ax=-A(x-x^*),\qquad A \text{ nonsingular},
\label{lin}
\end{equation}
so the Jacobian of $f$ is $-A$. A symmetric positive definite matrix $W$ defines $\langle u,v\rangle=u^\top Wv$ and $\|u\|^2=\langle u,u\rangle$; ``orthogonal'' always refers to this product. The preconditioner $P$ is any nonsingular matrix, with the mixing factor absorbed in it. $W$ and $P$ are fixed during a run.

Untruncated Anderson-Pulay mixing keeps all $x_0,\dots,x_k$ and $f_i=f(x_i)$, and sets
\begin{align}
\alpha&=\arg\min\Big\|\sum_{i=0}^k\alpha_if_i\Big\|\quad\text{subject to}\quad\sum_{i=0}^k\alpha_i=1,\label{pul}\\
\bar x_k&=\sum_i\alpha_ix_i,\qquad \bar f_k=\sum_i\alpha_if_i,\qquad x_{k+1}=\bar x_k+\beta_kP\bar f_k.\label{step}
\end{align}
The scalars $\beta_k\neq0$ equal one unless stated otherwise.

Right-preconditioned GMRES in the metric $W$ takes $x_k^G$ as the minimiser of $\|b-Ax\|$ over $x_0+\mathcal K_k$, where
\begin{equation}
\mathcal K_k=\operatorname{span}\{Pf_0,\,(PA)Pf_0,\dots,(PA)^{k-1}Pf_0\},
\end{equation}
and $r_k=b-Ax_k^G$, $r_0=f_0$. Both $\bar x_k$ and $x^G_k$ cost one evaluation at $x_0$ and $k$ further ones.

\subsection{Two forms of the minimisation}

With $B_{ij}=\langle f_i,f_j\rangle$ the quantity minimised in (\ref{pul}) is $\alpha^\top B\alpha$. Stationarity of $\alpha^\top B\alpha+2\eta(\mathbf 1^\top\alpha-1)$ with respect to $\alpha$ and $\eta$ gives
\begin{equation}
\begin{pmatrix}B&\mathbf 1\\ \mathbf 1^\top&0\end{pmatrix}\begin{pmatrix}\alpha\\ \eta\end{pmatrix}=\begin{pmatrix}0\\1\end{pmatrix}.
\label{border}
\end{equation}
Multiplying the first row by $\alpha^\top$ shows $\eta=-\|\bar f_k\|^2$.

The constraint can be eliminated instead. Let $\delta z_j=z_{j+1}-z_j$ for $z=x$ or $f$, and $\gamma_j=\sum_{i\le j}\alpha_i$ for $j=0,\dots,k-1$. Then
\begin{equation}
\sum_{i=0}^k\alpha_iz_i=z_k-\sum_{j=0}^{k-1}\gamma_j\,\delta z_j ,
\label{abel}
\end{equation}
because on the right $z_0$ has coefficient $\gamma_0=\alpha_0$, $z_i$ has $\gamma_i-\gamma_{i-1}=\alpha_i$ for $0<i<k$, and $z_k$ has $1-\gamma_{k-1}=\alpha_k$. The $\gamma_j$ are unconstrained. Collect the differences as columns of the $n\times k$ matrices $\Delta X$ and $\Delta F$. Setting the gradient of $\|f_k-\Delta F\gamma\|^2$ to zero gives $\Delta F^\top W(f_k-\Delta F\gamma)=0$, so that for $\Delta F$ of full column rank
\begin{equation}
\gamma=(\Delta F^\top W\Delta F)^{-1}\Delta F^\top Wf_k,\quad \bar x_k=x_k-\Delta X\gamma,\quad \bar f_k=f_k-\Delta F\gamma.
\label{gam}
\end{equation}
The same rank condition makes (\ref{border}) nonsingular, even when $B$ is singular. If $B\alpha+\eta\mathbf 1=0$ and $\mathbf 1^\top\alpha=0$, multiplication by $\alpha^\top$ gives $\|\sum\alpha_if_i\|^2=0$. With coefficients summing to zero the $f_k$ term of (\ref{abel}) drops out, so $\Delta F\gamma=0$, hence $\gamma=0$, $\alpha=0$ and $\eta=0$.

\section{Equivalence with GMRES}

\subsection{Statement}

Let $f$ be linear as in (\ref{lin}), in exact arithmetic.

(A) If $\|r_0\|>\|r_1\|>\dots>\|r_{k-1}\|>0$, then
\begin{equation}
\bar x_k=x_k^G,\qquad x_{k+1}=x_k^G+\beta_kPr_k,\qquad f_{k+1}=(I-\beta_kAP)\,r_k .
\label{thmA}
\end{equation}

(B) If the first failure of strict decrease is $r_k=r_{k-1}\ne0$, then $\bar x_m=x_k^G$ for all $m\ge k$, whatever the $\beta_m$, and $x_{k+1}=x_k$ when $\beta_k=\beta_{k-1}$. GMRES still reaches $x^*$ in at most $n$ steps.

\subsection{The averaged iterate minimises the true residual}

Because the coefficients sum to one,
\begin{equation}
\bar f_k=\sum_i\alpha_i(b-Ax_i)=b-A\sum_i\alpha_ix_i=f(\bar x_k).
\label{aff}
\end{equation}
Also $\sum_i\alpha_ix_i=x_0+\sum_{i\ge1}\alpha_i(x_i-x_0)$ with $\alpha_1,\dots,\alpha_k$ free, so the admissible points fill $x_0+\mathcal S_k$, $\mathcal S_k=\operatorname{span}\{x_i-x_0\}_{i=1}^k$. Thus $\bar x_k$ minimises $\|b-Ax\|$ over $x_0+\mathcal S_k$. The minimal residual is $f_0$ minus its orthogonal projection on $A\mathcal S_k$, which is unique, and $A$ is nonsingular, so the point $\bar x_k$ is unique as well, even if $\alpha$ is not. It follows that $\bar x_k=x_k^G$ whenever $\mathcal S_k=\mathcal K_k$. The other two relations in (\ref{thmA}) then follow from $\bar f_k=r_k$ in (\ref{step}) and from $f_{k+1}=b-Ax_k^G-\beta_kAPr_k$. Everything rests on showing $\mathcal S_k=\mathcal K_k$.

\subsection{Polynomial form}

An element of $\mathcal K_k$ is $\psi(PA)Pf_0$ with $\deg\psi\le k-1$. Associativity gives $(PA)^jP=P(AP)^j$, and therefore $\psi(PA)P=P\psi(AP)$ for every polynomial. Write $x_k^G-x_0=\psi_k(PA)Pf_0$. Then
\begin{align}
r_k&=f_0-AP\,\psi_k(AP)f_0=p_k(AP)f_0,\qquad p_k(t)=1-t\,\psi_k(t),\\
Pr_k&=p_k(PA)\,Pf_0\in\mathcal K_{k+1}.\label{Prk}
\end{align}
If $c_k$ is the coefficient of $t^{k-1}$ in $\psi_k$, then $-c_k$ is the coefficient of $t^k$ in $p_k$.

\subsection{Two lemmas}

Lemma 1. If $\|r_k\|<\|r_{k-1}\|$, then $c_k\neq0$. Suppose $c_k=0$. Then $x^G_k$ lies in $x_0+\mathcal K_{k-1}$, and since it minimises over the larger set $x_0+\mathcal K_k$ it also minimises over the smaller one. By uniqueness $x_k^G=x_{k-1}^G$ and the two norms are equal, against the hypothesis.

Lemma 2. If $r_k\neq0$, then $(PA)^kPf_0\notin\mathcal K_k$. Suppose it lies in $\mathcal K_k$. Then $PA$ maps every spanning vector of $\mathcal K_k$ into $\mathcal K_k$. $PA$ is nonsingular, so its restriction to this finite-dimensional space is injective and hence onto. There is then a $y\in\mathcal K_k$ with $PAy=Pf_0$, that is $Ay=f_0$. The point $x_0+y$ has zero residual, so $r_k=0$, against the hypothesis.

Lemma 2 also gives termination. As long as $r_k\neq0$ the dimension of the Krylov space grows by one per step, and it cannot exceed $n$, so $r_\nu=0$ for some $\nu\le n$.

\subsection{Induction}

For $k=1$, $\alpha_0=1$ is forced at step zero, $x_1-x_0=\beta_0Pf_0$, and $\mathcal S_1=\mathcal K_1$. Assume $\mathcal S_j=\mathcal K_j$ for some $j<k$, so that $\|r_{j-1}\|>\|r_j\|>0$ by hypothesis. Then $\bar x_j=x_j^G$ and
\begin{equation}
x_{j+1}-x_0=\big[\psi_j+\beta_jp_j\big](PA)\,Pf_0=-\beta_jc_j\,(PA)^jPf_0+(\text{element of }\mathcal K_j).
\label{new}
\end{equation}
Here $\beta_j\ne0$ by assumption and $c_j\ne0$ by Lemma 1. Solving (\ref{new}) for $(PA)^jPf_0$ shows that it lies in $\mathcal S_{j+1}$, and (\ref{new}) itself shows $x_{j+1}-x_0\in\mathcal K_{j+1}$. Hence $\mathcal S_{j+1}=\mathcal K_{j+1}$. By Lemma 2 the dimension has grown, so $\dim\mathcal S_k=k$, the matrix $\Delta X$ has full column rank, so has $\Delta F=-A\Delta X$, and $\alpha$ is unique. This proves (A).

Multiplying $P$ by a scalar does not change $\mathcal K_k$, and $\beta_j$ enters (\ref{new}) only as a nonzero length. This is why $\bar x_k$ does not depend on the mixing factors, while $x_{k+1}$ and $f_{k+1}$ do. Since $x_k\in x_0+\mathcal K_k$, one also has $\|f_k\|\ge\|r_k\|=\|\bar f_k\|$: on a linear problem the averaged density is never worse than the last input density. Without stagnation $\bar x_\nu=x^*$ and $x_{\nu+1}=x^*$.

\subsection{Stagnation}

Let $r_k=r_{k-1}\neq0$ be the first failure. The hypothesis of (A) still holds at index $k$, so $\bar x_k=x_k^G=x_{k-1}^G$ and $x_{k+1}=x^G_{k-1}+\beta_kPr_{k-1}$. For $\beta_k=\beta_{k-1}$ this is $x_k$. In any case (\ref{Prk}) gives $Pr_{k-1}\in\mathcal K_k$, so $\mathcal S_{k+1}=\mathcal K_k$ and $\bar x_{k+1}=x^G_k$ again. The argument repeats for all later steps, which proves (B). From then on $\Delta F$ is rank deficient and (\ref{border}) is singular, and no choice among the minimising $\alpha$ changes $\bar x_m$. GMRES escapes because Arnoldi generates its next direction from the last basis vector, not from the residual.

A case small enough for hand work has $P=W=I$, $x_0=0$, $b=e_1$ and
\begin{equation}
A=\begin{pmatrix}1&1&0&1\\1&1&1&0\\0&1&1&1\\0&0&1&1\end{pmatrix}.
\end{equation}
The matrix is upper Hessenberg with nonzero subdiagonal, so $\mathcal K_k=\operatorname{span}\{e_1,\dots,e_k\}$. For $x=(y_1,y_2,y_3,0)$ and $s=y_1+y_2$ the residual is $(1-s,\,-s-y_3,\,-y_2-y_3,\,-y_3)$. With $y_1$ alone, $(1-s)^2+s^2$ is least at $s=1/2$, giving $r_1=(\tfrac12,-\tfrac12,0,0)$ and $\|r_1\|=0.707107$. Freeing $y_2$ adds the term $y_2^2$, so $y_2=0$ and $r_2=r_1$. Freeing $y_3$ allows $y_2=-y_3$; then $(s+y_3)^2+y_3^2$ is least at $y_3=-s/2$ with value $s^2/2$, and $(1-s)^2+s^2/2$ is least at $s=2/3$ with value $1/3$, so $\|r_3\|=0.577350$, and $r_4=0$. Anderson mixing gives $x_1=e_1$, $\bar x_1=\bar x_2=e_1/2$ and $x_2=x_3=(1,-\tfrac12,0,0)$. Without a cutoff on small singular values, rounding noise can supply the missing direction. A double-precision run with growing $\beta_k$ and a minimum-norm least-squares solve that discards singular values below $10^{-10}$ of the largest still has $\|\bar f\|=0.707107$ after 20 steps.

\subsection{A condition that excludes stagnation}

By (\ref{Prk}), $x^G_{k-1}+tPr_{k-1}$ lies in $x_0+\mathcal K_k$ for every real $t$. Write $r=r_{k-1}$. The quadratic $\|r-tAPr\|^2=\|r\|^2-2t\langle r,APr\rangle+t^2\|APr\|^2$ is least at $t=\langle r,APr\rangle/\|APr\|^2$, so
\begin{equation}
\|r_k\|^2\le\|r\|^2-\frac{\langle r,APr\rangle^2}{\|APr\|^2},
\label{one}
\end{equation}
with equality for $k=1$. Stagnation therefore forces $\langle r,APr\rangle=0$; in the $4\times4$ case $Ar_1=(0,0,-\tfrac12,0)$ is indeed orthogonal to $r_1$. Put $u=W^{1/2}r$ and $C=W^{1/2}APW^{-1/2}$. Then $\langle r,APr\rangle=u^\top Cu=u^\top\tfrac12(C+C^\top)u\ge\lambda\,u^\top u$ and $\|APr\|=|Cu|\le\sigma|u|$, where $\lambda$ is the smallest eigenvalue of $(C+C^\top)/2$, $\sigma$ is the largest singular value of $C$ and $|\cdot|$ is the Euclidean length. For $\lambda>0$,
\begin{equation}
\|r_k\|\le\sqrt{1-\lambda^2/\sigma^2}\;\|r_{k-1}\| ,
\label{elman}
\end{equation}
the decrease is strict and (A) holds until convergence. The condition is sufficient, not necessary.

\section{Equivalence with multisecant Broyden II}

\subsection{The least-change matrix}

A quasi-Newton step is $x_{k+1}=x_k-G_kf_k$, with $G_k$ an approximate inverse Jacobian of $f$. Preconditioned simple mixing $x_k+Pf_k$ corresponds to $G=-P$. Broyden's second method in multisecant form takes the matrix nearest to $-P$ that reproduces all observed differences:
\begin{equation}
\min_G\|(G+P)W^{-1/2}\|_F\quad\text{subject to}\quad G\,\Delta F=\Delta X .
\label{least}
\end{equation}
No linearity is assumed in this subsection and the next two, only full column rank of $\Delta F$. Put $E=(G+P)W^{-1/2}$, $Y=W^{1/2}\Delta F$ and $R=\Delta X+P\Delta F$. The constraint becomes $EY=(G+P)\Delta F=R$. One solution is $E_0=R(Y^\top Y)^{-1}Y^\top$, as multiplication by $Y$ shows. Any other is $E_0+Z$ with $ZY=0$, and the cross term vanishes:
\begin{equation}
\operatorname{tr}(E_0Z^\top)=\operatorname{tr}\big[R(Y^\top Y)^{-1}(ZY)^\top\big]=0 .
\end{equation}
So $\|E\|_F^2=\|E_0\|_F^2+\|Z\|_F^2$, and $Z=0$ is the unique minimiser. With $G=-P+E_0W^{1/2}$, $Y^\top Y=\Delta F^\top W\Delta F$ and $Y^\top W^{1/2}=\Delta F^\top W$,
\begin{equation}
G_k=-P+(\Delta X+P\Delta F)(\Delta F^\top W\Delta F)^{-1}\Delta F^\top W .
\label{Gk}
\end{equation}
The weight in (\ref{least}) is the inverse square root of the metric used in (\ref{pul}).

\subsection{The step is the Anderson-Pulay step}

Apply (\ref{Gk}) to $f_k$. The last three factors produce the $\gamma$ of (\ref{gam}):
\begin{align}
x_k-G_kf_k&=x_k+Pf_k-(\Delta X+P\Delta F)\gamma\nonumber\\
&=(x_k-\Delta X\gamma)+P(f_k-\Delta F\gamma)=\bar x_k+P\bar f_k .
\label{thmC}
\end{align}
This is statement (C): from the same $x_0$ the two methods generate the same $x_k$ for any map $f$, linear or not, as long as $\Delta F$ has full column rank. For a step factor $\beta_k$, replace $P$ by $\beta_kP$ in (\ref{Gk}).

\subsection{Recursive form, and the method that differs}

Equation (\ref{Gk}) fixes $G_k$ by two properties: $G_k\delta f_j=\delta x_j$ for $j<k$, and $G_ku=-Pu$ for every $u$ orthogonal to all $\delta f_j$, since then $\Delta F^\top Wu=0$. The range of $\Delta F$ and its orthogonal complement span $\mathbb R^n$, so these properties determine the matrix. Let $y$ be the part of $\delta f_{k-1}$ orthogonal to $\delta f_0,\dots,\delta f_{k-2}$, and consider
\begin{equation}
G'=G_{k-1}+(\delta x_{k-1}-G_{k-1}\delta f_{k-1})\,\frac{y^\top W}{y^\top W\delta f_{k-1}} .
\label{rec}
\end{equation}
The denominator equals $\|y\|^2>0$ by the rank condition. On an earlier $\delta f_j$ the update vanishes, so $G'\delta f_j=\delta x_j$. On $\delta f_{k-1}$ the fraction is one, so $G'\delta f_{k-1}=\delta x_{k-1}$. On $u$ orthogonal to all differences, $y^\top Wu=0$ because $y$ is a combination of them, so $G'u=G_{k-1}u=-Pu$. Hence $G'=G_k$, for fixed $P$.

Plain Broyden II is (\ref{rec}) with $y$ replaced by $\delta f_{k-1}$. For $k=1$ there is nothing to orthogonalise against, so $G_1$, and with it $x_2$, agree. At $k=2$ the plain update gives
\begin{equation}
G_2^{\rm plain}\delta f_0=\delta x_0+(\delta x_1-G_1\delta f_1)\,\frac{\langle\delta f_1,\delta f_0\rangle}{\|\delta f_1\|^2},
\end{equation}
so the first secant condition is lost unless successive differences are orthogonal or $G_1$ already satisfied the second condition. On a linear problem the plain iterates stay in the Krylov spaces. Write $G_k^{\rm plain}=-P+\sum_{j<k}u_jv_j^\top$ with $u_j=\delta x_j-G_j^{\rm plain}\delta f_j$, and suppose $x_i-x_0\in\mathcal K_i$ for $i\le k$. Then $Pf_i=Pf_0-PA(x_i-x_0)\in\mathcal K_{i+1}$. Each $u_j$ is $\delta x_j+P\delta f_j$ minus multiples of earlier $u_i$ and so lies in $\mathcal K_{j+2}\subseteq\mathcal K_{k+1}$. Therefore $x_{k+1}=x_k+Pf_k-\sum_ju_j(v_j^\top f_k)$ lies in $x_0+\mathcal K_{k+1}$, and the plain residual at step $k$ cannot be smaller than $\|r_k\|$.

\subsection{The matrix on a linear problem}

Let $\Pi_k=\Delta F(\Delta F^\top W\Delta F)^{-1}\Delta F^\top W$, the orthogonal projector on the range of $\Delta F$. Linearity gives $\Delta X=-A^{-1}\Delta F$, so $\Delta X+P\Delta F=(P-A^{-1})\Delta F$ and
\begin{equation}
G_k=-P+(P-A^{-1})\Pi_k=-A^{-1}\Pi_k-P(I-\Pi_k).
\label{proj}
\end{equation}
Under the hypothesis of (A) the range of $\Delta F$ is $A\mathcal K_k$. The method inverts the dielectric matrix exactly on the residual components it has explored and applies simple preconditioned mixing to the rest. If the run lasts $n$ steps at full rank, $\Pi_n=I$ and $G_n=-A^{-1}$. For a dense random $6\times6$ problem with dense $W$ and $P$, the largest component of $Ax_7-b$ is $1.6\times10^{-73}$, and $G_3$ differs from the solution of (\ref{least}) obtained by Lagrange multipliers in double precision by $1.0\times10^{-15}$ in its largest entry.

On a linear problem the averaged density is the GMRES iterate until GMRES stagnates, and for any map the Anderson-Pulay step is the multisecant Broyden II step as long as $\Delta F$ has full column rank. What remains is to see how the GMRES equivalence changes on the nonlinear map, to test the results on the electron-gas example, and to draw the consequences for implementation.

Numbers in the example were calculated in double precision.
